\section*{Exchange and spin in the nonrelativistic scattering of two electrons}

\section*{Problem}

Two unpolarised electrons collide with relative speed $v\ll c$. They interact through the repulsion $C/r$, with $C=e^2/(4\pi\varepsilon_0)$, and spin-dependent forces are neglected. A detector at centre-of-mass angle $\theta$, with $0<\theta<\pi$, accepts either electron and ignores its spin. Find the cross section, and compare it at $90^\circ$ with the classical value.

Throughout, $\mu=m/2$ is the reduced mass, and
\[
k=\frac{\mu v}{\hbar},\qquad \eta=\frac{C}{\hbar v},\qquad s=\sin\frac{\theta}{2},\qquad c_\theta=\cos\frac{\theta}{2}.
\]

\section*{A tempting solution}

Let $f(\theta)$ be the scattering amplitude of the relative motion. Exchanging the electrons reverses $\mathbf r=\mathbf r_1-\mathbf r_2$ and so replaces $\theta$ by $\pi-\theta$. Electrons are fermions, so the amplitude must be antisymmetric:
\[
\frac{d\sigma}{d\Omega}\overset{?}{=}|f(\theta)-f(\pi-\theta)|^2 .
\]
At $90^\circ$ the two amplitudes coincide, and no electrons should arrive there.

\section*{The fault}

Antisymmetry is required of the complete state, space and spin together. The three triplet spin states are symmetric under exchange and need an antisymmetric spatial state. The singlet is antisymmetric and needs a symmetric one. The formula above holds for triplet pairs, but an unpolarised pair also has a singlet part, which does scatter to $90^\circ$.

\section*{The Coulomb amplitude}

The relative motion has energy $\hbar^2k^2/2\mu$. Since $2\mu C/\hbar^2=2\eta k$, its equation is
\[
\left(\nabla^2+k^2-\frac{2\eta k}{r}\right)\psi=0 .
\]
Try $\psi=e^{ikz}g(u)$ with $u=r-z$. Here $|\nabla u|^2=2u/r$, $\nabla^2u=2/r$ and $\partial_zu=-u/r$, so
\[
\frac{2u}{r}g''+\frac2r g'-\frac{2iku}{r}g'-\frac{2\eta k}{r}g=0 .
\]
Multiply by $r/2$, set $\zeta=iku$, and divide by $ik$:
\[
\zeta\frac{d^2g}{d\zeta^2}+(1-\zeta)\frac{dg}{d\zeta}-a\,g=0,\qquad a=-i\eta .
\]
A power series gives $(n+1)^2c_{n+1}=(n+a)c_n$. The regular solution is therefore
\[
M(\zeta)=\sum_{n\ge0}\frac{(a)_n}{(n!)^2}\zeta^n
=\frac1{2\pi i}\oint e^{\zeta t}\,t^{a-1}(t-1)^{-a}\,dt ,
\]
where $(a)_n=a(a+1)\cdots(a+n-1)$ and the contour runs anticlockwise around $t=0$ and $t=1$. To verify the integral, expand $t^{a-1}(t-1)^{-a}=\sum_n (a)_n t^{-n-1}/n!$ for $|t|>1$; the residue of $e^{\zeta t}t^{-n-1}$ is $\zeta^n/n!$.

For large distances write $\zeta=i\kappa$, with $\kappa=k(r-z)=2krs^2$. The exponential $e^{i\kappa t}$ decays upward in the $t$ plane. Place branch cuts upward from $0$ and $1$, with both arguments between $-3\pi/2$ and $\pi/2$, and open the contour into one loop around each cut. For large $\kappa$ the loops are dominated by their endpoints, where Hankel's formula applies:
\[
\frac1{2\pi i}\int e^{q}q^{-\beta}dq=\frac1{\Gamma(\beta)} .
\]

Near $t=0$, $t-1$ has argument $-\pi$, so $(t-1)^{-a}\to e^{i\pi a}=e^{\pi\eta}$. With $q=i\kappa t$ this loop gives
\[
e^{\pi\eta}\frac{(i\kappa)^{i\eta}}{\Gamma(1+i\eta)}
=\frac{e^{\pi\eta/2}e^{i\eta\ln\kappa}}{\Gamma(1+i\eta)} .
\]
Near $t=1$, $t^{a-1}\to1$. With $q=i\kappa(t-1)$ and $1/\Gamma(-i\eta)=-i\eta/\Gamma(1-i\eta)$, the second loop gives
\[
e^{i\kappa}\frac{(i\kappa)^{-i\eta-1}}{\Gamma(-i\eta)}
=-\frac{\eta\,e^{\pi\eta/2}}{\kappa\,\Gamma(1-i\eta)}e^{i\kappa-i\eta\ln\kappa}.
\]
Each has relative corrections of order $1/\kappa$. Choose $\psi=e^{-\pi\eta/2}\Gamma(1+i\eta)e^{ikz}M$, so that the incident wave has unit amplitude. Since $kz+\kappa=kr$,
\[
\psi\simeq e^{ikz+i\eta\ln k(r-z)}+f(\theta)\frac{e^{ikr-i\eta\ln 2kr}}{r},
\]
\[
f(\theta)=-\frac{\eta}{2ks^2}\,e^{2i\sigma_0-i\eta\ln s^2},\qquad
e^{2i\sigma_0}=\frac{\Gamma(1+i\eta)}{\Gamma(1-i\eta)} .
\]
Each term is only the leading part of its own wave. The omitted correction to the incident wave has relative size $\eta^2/\kappa$, hence absolute size $\eta|f|/r$, the same order in $1/r$ as the scattered wave. It carries the phase $e^{ikz}$, however, so it belongs to the incident beam and travels with it; the two waves are told apart by their direction of travel, not by their size. The logarithms change the local wave number only by terms that vanish as $r\to\infty$. The ratio of scattered to incident flux therefore gives $|f|^2$ for distinguishable particles. The phase of $f$, which does not enter that result, matters once exchange is included.

\section*{Exchange and the spin average}

The normalised spatial states are $[\psi(\mathbf r)\pm\psi(-\mathbf r)]/\sqrt2$, with plus for the singlet and minus for the triplet. The probability that $\mathbf r$ points into $d\Omega$ is proportional to $\tfrac12|f(\theta)\pm f(\pi-\theta)|^2$. The detector also responds when $-\mathbf r$ points into $d\Omega$, because then the other electron enters it. That event is equally probable, so the factor $\tfrac12$ cancels:
\[
\left(\frac{d\sigma}{d\Omega}\right)_{\pm}=|f\pm f'|^2,\qquad f'=f(\pi-\theta).
\]
An unpolarised pair occupies each of the four spin states with probability $\tfrac14$. Hence
\begin{align*}
\frac{d\sigma}{d\Omega}&=\tfrac14|f+f'|^2+\tfrac34|f-f'|^2\\
&=|f|^2+|f'|^2+\left(\tfrac24-\tfrac64\right)\operatorname{Re}(ff'^*)\\
&=|f|^2+|f'|^2-\operatorname{Re}(ff'^*).
\end{align*}
Replacing $\theta$ by $\pi-\theta$ turns $s$ into $c_\theta$. In $ff'^*$ the phase $2\sigma_0$ cancels, and the product of the two minus signs is positive:
\[
ff'^*=\left(\frac{\eta}{2k}\right)^2\frac{e^{-i\eta\ln(s^2/c_\theta^2)}}{s^2c_\theta^2}.
\]
The result is the Mott cross section,
\[
\boxed{\frac{d\sigma}{d\Omega}=\left(\frac{\eta}{2k}\right)^2
\left[\frac1{s^4}+\frac1{c_\theta^4}-\frac{\cos\!\left(\eta\ln\tan^2\frac\theta2\right)}{s^2c_\theta^2}\right].}
\]

\section*{Comparison with the classical value at $90^\circ$}

For a classical orbit with impact parameter $b$, let $\varphi$ be the polar angle measured from the symmetry axis. Angular momentum conservation, $r^2|\dot\varphi|=vb$, turns the impulse along that axis into an angular integral:
\[
2\mu v s=\int\frac{C\cos\varphi}{r^2}\,dt
=\frac{C}{vb}\int_{-(\pi-\theta)/2}^{(\pi-\theta)/2}\cos\varphi\,d\varphi
=\frac{2C}{vb}c_\theta .
\]
As $C/(\mu v^2)=\eta/k$, this means $b=(\eta/k)\cot(\theta/2)$, and
\[
\frac{b}{\sin\theta}\left|\frac{db}{d\theta}\right|
=\frac{\eta^2}{k^2}\,\frac{c_\theta/s}{2sc_\theta}\,\frac1{2s^2}
=\left(\frac{\eta}{2k}\right)^2\frac1{s^4}=|f|^2 .
\]
Counting both electrons, the classical value is $|f|^2+|f'|^2$. At $90^\circ$, $s^2=c_\theta^2=\tfrac12$ and the logarithm vanishes, so
\[
\frac{\text{Mott}}{\text{classical}}=\frac{4+4-4}{4+4}=\frac12
\]
for every $\eta$.

The half can be understood from the spins. Parallel spins form a triplet and give zero at $90^\circ$. An antiparallel product state is an equal superposition of singlet and triplet. These spin states are orthogonal, so a detector blind to spin sees $\tfrac12(|f+f'|^2+|f-f'|^2)=|f|^2+|f'|^2$, the classical value. In an unpolarised collision each kind makes up half of the pairs. If both electrons are polarised along the same axis, the proportions, and hence the ratio, change; polarising only one of them leaves both unaltered.

\section*{How the classical result returns}

At exactly $90^\circ$ the ratio remains $\tfrac12$ even as $\eta\to\infty$. A real detector, however, averages over angle. Take the window $|x|<X$, where $x=\cos\theta$, and let $w=\ln\tan^2(\theta/2)=\ln[(1-x)/(1+x)]$. Then $|dw/dx|=2/(1-x^2)$ and $s^2c_\theta^2=(1-x^2)/4$. With $U=\ln[(1+X)/(1-X)]$,
\begin{align*}
\int_{-X}^{X}\frac{\cos\eta w}{s^2c_\theta^2}\,dx
&=2\int_{-U}^{U}\cos\eta w\,dw=\frac{4\sin\eta U}{\eta},\\
\int_{-X}^{X}\left(\frac1{s^4}+\frac1{c_\theta^4}\right)dx
&=\int_{-X}^{X}\frac{8(1+x^2)}{(1-x^2)^2}\,dx=\frac{16X}{1-X^2}.
\end{align*}
The ratio of the averaged cross sections is therefore
\[
R=1-\frac{(1-X^2)\sin\eta U}{4\eta X}.
\]
For a narrow window at fixed $\eta$, $U\simeq2X$ and $R\to\tfrac12$. For a fixed window and $\eta\to\infty$, $R\to1$: the fringes become too narrow to resolve.

\section*{Worked example}

Let a $20$~eV electron strike an electron at rest. Then $v=\sqrt{2E/m}=2.652\times10^6$~m/s, so $v/c=0.0088$ and the nonrelativistic treatment is adequate. Further, $k=mv/2\hbar=11.456$~nm$^{-1}$ and $\eta=0.8248$, giving
\[
\frac{\eta}{2k}=\frac{0.8248}{2\times11.456}\ \text{nm}=36.00\ \text{pm},\qquad
\left(\frac{\eta}{2k}\right)^2=1296\ \text{pm}^2 .
\]
At $60^\circ$, $s^2=\tfrac14$, $c_\theta^2=\tfrac34$ and the cosine is $0.6168$:
\[
\frac{d\sigma}{d\Omega}=1296\left[16+\tfrac{16}{9}-\tfrac{16}{3}(0.6168)\right]
=1.878\times10^4\ \text{pm}^2/\text{sr},
\]
which is $0.815$ of the classical value. At $90^\circ$ it is $4\times1296=5184$~pm$^2$/sr ($1.851\,a_0^2$/sr), against $1.037\times10^4$~pm$^2$/sr classically.

At $30^\circ$ the cosine is $-0.566$. The interference now adds, and the ratio is $1.040$. The change of sign nearest $90^\circ$ occurs where $\eta|\ln\tan^2(\theta/2)|=\pi/2$, that is, at $\theta=2\arctan e^{-\pi/4\eta}=42.2^\circ$ and at its mirror angle $137.8^\circ$.

For a window from $80^\circ$ to $100^\circ$, $X=\sin10^\circ$ and $R=0.517$. At $\eta=50$ the same window gives $R=1.027$, slightly above one because $\sin\eta U$ is negative there.

In the laboratory the scattered electron has velocity $\tfrac v2(\hat{\mathbf z}+\hat{\mathbf n})$, where $\hat{\mathbf n}$ is its centre-of-mass direction. Thus $\tan\theta_{\rm lab}=\sin\theta/(1+\cos\theta)=\tan(\theta/2)$, and $90^\circ$ becomes $45^\circ$. From $\cos\theta=2\cos^2\theta_{\rm lab}-1$ follows $d\Omega/d\Omega_{\rm lab}=4\cos\theta_{\rm lab}$, which is $2.828$ at $45^\circ$. The laboratory cross section there is $1.466\times10^4$~pm$^2$/sr. The classical value acquires the same factor, so the ratio is still one half.

Numerical values quoted here were computed with a short program.
